# Bottom undercut of an isotropically etched film after 20 percent overetch: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Undercut at the bottom of an isotropically etched film.

Result under test: u_b = h*sqrt((1+f)**2 - 1), hence 0.663*h for f = 0.2.
h: film thickness; f: overetch as a fraction of the clear time h/R;
R: etch rate along the surface normal; r: etched distance R*t;
u_b: distance from the mask edge to the film's foot on the substrate.
The mask and the substrate are not etched.

The independent side solves |grad T| = 1/speed for the arrival time T of
the etch front on a grid. It does not assume that the front is circular.
Grid lengths are in units of h and grid times in units of h/R.
"""
import math
import numpy as np
from scipy import constants as const

BIG = 1.0e9


def bottom_undercut(radius, thickness=1.0):
    """Derived formula for the foot position."""
    return math.sqrt(radius**2 - thickness**2)


def local_arrival(a, b, step):
    """Upwind solution of the rate law from two neighbouring times."""
    if abs(a - b) >= step:
        return min(a, b) + step
    return 0.5 * (a + b + math.sqrt(2.0 * step * step - (a - b)**2))


def solve_arrival(n, opening=0.1, late_speed=1.0, floor_speed=None):
    """Arrival times; n cells span the film thickness.

    late_speed: relative etch speed after time 1.
    floor_speed: if given, prescribed downward speed in the opening.
    """
    step = 1.0 / n
    edge = round(opening * n) + 1
    columns = edge + round(1.3 * n)
    times = [[BIG] * (columns + 2) for _ in range(n + 3)]
    for i in range(1, edge + 1):
        times[1][i] = 0.0
        if floor_speed is not None:
            for k in range(1, n + 2):
                times[k][i] = (k - 1) * step / floor_speed
    down, up = range(1, n + 2), range(n + 1, 0, -1)
    right, left = range(1, columns + 1), range(columns, 0, -1)
    for rows, cols in ((down, right), (down, left), (up, left), (up, right)):
        for k in rows:
            row, above, below = times[k], times[k - 1], times[k + 1]
            for i in cols:
                a = row[i - 1] if row[i - 1] < row[i + 1] else row[i + 1]
                b = above[i] if above[i] < below[i] else below[i]
                new = local_arrival(a, b, step)
                if late_speed != 1.0 and new > 1.0:
                    new = max(1.0, local_arrival(a, b, step / late_speed))
                if new < row[i]:
                    row[i] = new
    x = np.arange(columns - edge + 1) * step
    top = np.array(times[1][edge:columns + 1])
    bottom = np.array(times[n + 1][edge:columns + 1])
    return x, top, bottom, times[n + 1][1]


def foot(solution, time):
    x, _, bottom, _ = solution
    assert np.all(np.diff(bottom) > 0)
    return float(np.interp(time, bottom, x))


def extrapolated_foot(coarse, fine, time):
    """Remove the leading error of the first-order grid method."""
    return 2.0 * foot(fine, time) - foot(coarse, time)


# Inputs of the example: rough typical values for aluminium in chlorine.
thickness = 500.0          # nm
rate = 500.0               # nm/min
overetch = 0.20
mask_line = 2000.0         # nm
pressure_mtorr = 100.0
temperature = 330.0        # K
al_density = 2.7e3         # kg/m3, rough
al_molar_mass = 27e-3      # kg/mol, rough
cl2_molar_mass = 71e-3     # kg/mol, rough
cl2_diameter = 0.5e-9      # m, rough
rate_spread = 0.05         # assumed
ion_floor_speed = 1.05     # assumed
late_speed = 1.20          # assumed
oxide_delay = 6.0          # s, assumed

total = 1.0 + overetch
ratio = bottom_undercut(total)

# Main test: the grid solution against the derived foot position.
coarse = solve_arrival(200)
fine = solve_arrival(400)
grid_ratio = extrapolated_foot(coarse, fine, total)
for f in (0.1, 0.2, 0.3):
    numerical = extrapolated_foot(coarse, fine, 1.0 + f)
    assert abs(numerical - bottom_undercut(1.0 + f)) < 0.01
assert abs(foot(fine, total) - ratio) < abs(foot(coarse, total) - ratio)
top_grid = float(np.interp(total, fine[1], fine[0]))
assert abs(top_grid - total) < 1e-6
assert abs(fine[3] - 1.0) < 1e-6

# Foot speed from the moving grid front; the secant spans 10 percent.
grid_speed = (extrapolated_foot(coarse, fine, total + 0.05)
              - extrapolated_foot(coarse, fine, total - 0.05)) / 0.1
speed_ratio = total / ratio
assert abs(grid_speed - speed_ratio) < 0.06

# The width of the opening must not affect the undercut.
narrow = foot(solve_arrival(100, opening=0.05), total)
wide = foot(solve_arrival(100, opening=0.5), total)
assert abs(narrow - wide) < 1e-6

# Sensitivity of the undercut to the etched distance, on the grid.
change = 0.02
grid_gain = (extrapolated_foot(coarse, fine, total * (1 + change))
             - extrapolated_foot(coarse, fine, total * (1 - change)))
grid_gain /= 2 * change * grid_ratio
gain = (total / ratio)**2
assert abs(grid_gain - gain) < 0.15

# Faster etching after the open film has cleared.
late_radius = 1.0 + overetch * late_speed
late_ratio = bottom_undercut(late_radius)
late_grid = extrapolated_foot(solve_arrival(200, late_speed=late_speed),
                              solve_arrival(400, late_speed=late_speed), total)
assert abs(late_grid - late_ratio) < 0.012

# Ions speed up only the floor of the opening; clearing is earlier.
ion_radius = total / ion_floor_speed
ion_ratio = bottom_undercut(ion_radius)
assert ion_ratio > math.sqrt(ion_floor_speed**2 - 1.0)
ion_grid = extrapolated_foot(solve_arrival(200, floor_speed=ion_floor_speed),
                             solve_arrival(400, floor_speed=ion_floor_speed),
                             ion_radius)
assert abs(ion_grid - ion_ratio) < 0.012

# Worked example in engineering units.
clear_time = 60.0 * thickness / rate
radius = total * thickness
undercut = bottom_undercut(radius, thickness)
wedge_angle = math.degrees(math.asin(undercut / radius))
slow_ratio = bottom_undercut(total * (1 - rate_spread))
fast_ratio = bottom_undercut(total * (1 + rate_spread))
delay_radius = 1.0 + overetch * (1.0 + oxide_delay / clear_time)
delay_ratio = bottom_undercut(delay_radius)

# Chlorine balance for 2 Al + 3 Cl2 -> 2 AlCl3.
pressure = pressure_mtorr * 1e-3 * const.torr
thermal = const.k * temperature
al_flux = al_density * const.N_A / al_molar_mass * rate * 1e-9 / 60.0
cl2_mass = cl2_molar_mass / const.N_A
cl2_flux = pressure / math.sqrt(2 * math.pi * cl2_mass * thermal)
reaction_probability = 1.5 * al_flux / cl2_flux
free_path = thermal / (math.sqrt(2) * math.pi * cl2_diameter**2 * pressure)
wall_ratio = total * math.asin(1.0 / total)
deficit = reaction_probability * wall_ratio
deficit /= 1.0 + reaction_probability * wall_ratio
depleted_ratio = bottom_undercut(total * (1.0 - deficit))
assert free_path > 100 * thickness * 1e-9
assert 0.0 < reaction_probability < 1.0

print("INPUTS (rough or assumed)")
print(f"film thickness: {thickness:.0f} nm")
print(f"etch rate: {rate:.0f} nm/min")
print(f"overetch: {100 * overetch:.0f} percent")
print(f"masked line width: {mask_line:.0f} nm")
print(f"chlorine pressure: {pressure_mtorr:.0f} mTorr")
print(f"gas temperature: {temperature:.0f} K")
print("RESULT")
print(f"clear time: {clear_time:.1f} s")
print(f"overetch time: {overetch * clear_time:.1f} s")
print(f"total time: {total * clear_time:.1f} s")
print(f"etched distance r: {radius:.1f} nm")
print(f"bottom undercut / thickness, formula: {ratio:.4f}")
print(f"same, grid with 200 cells: {foot(coarse, total):.4f}")
print(f"same, grid with 400 cells: {foot(fine, total):.4f}")
print(f"same, extrapolated grid: {grid_ratio:.4f}")
print(f"bottom undercut: {undercut:.1f} nm")
print(f"top undercut: {radius:.1f} nm")
print(f"remaining line width, bottom: {mask_line - 2 * undercut:.1f} nm")
print(f"remaining line width, top: {mask_line - 2 * radius:.1f} nm")
print(f"wedge angle at foot: {wedge_angle:.1f} degrees")
print(f"foot speed / etch rate, formula: {speed_ratio:.3f}")
print(f"foot speed / etch rate, grid secant: {grid_speed:.3f}")
print(f"foot speed: {rate * speed_ratio:.0f} nm/min")
print(f"sensitivity factor, formula: {gain:.2f}")
print(f"sensitivity factor, grid: {grid_gain:.2f}")
print(f"small-overetch estimate / thickness: {math.sqrt(2*overetch):.4f}")
for f in (0.0, 0.05, 0.10, 0.50):
    print(f"u_b/h at {100*f:.0f} percent overetch: "
          f"{bottom_undercut(1+f):.4f}")
print("NEGLECTED EFFECTS: bottom undercut / thickness")
print(f"rate {100*rate_spread:.0f} percent low: {slow_ratio:.3f}")
print(f"rate {100*rate_spread:.0f} percent high: {fast_ratio:.3f}")
print(f"open floor {100*(ion_floor_speed-1):.0f} percent faster: "
      f"{ion_ratio:.3f} (grid {ion_grid:.3f})")
print(f"rate {100*(late_speed-1):.0f} percent higher after clearing: "
      f"{late_ratio:.3f} (grid {late_grid:.3f})")
print(f"oxide delay {oxide_delay:.0f} s in overetch base: {delay_ratio:.3f}")
print(f"aluminium removal flux: {al_flux:.2e} atoms/(m2 s)")
print(f"incident Cl2 flux: {cl2_flux:.2e} molecules/(m2 s)")
print(f"Cl2 reaction probability: {reaction_probability:.4f}")
print(f"Cl2 mean free path: {free_path * 1e6:.0f} um")
print(f"etched wall / cavity entrance: {wall_ratio:.3f}")
print(f"chlorine deficit in cavity: {100 * deficit:.2f} percent")
print(f"undercut ratio with this deficit throughout: {depleted_ratio:.3f}")
print("finished without a failed check")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 130, in <module>
    late_grid = extrapolated_foot(solve_arrival(200, late_speed=late_speed),
                ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 74, in extrapolated_foot
    return 2.0 * foot(fine, time) - foot(coarse, time)
                 ^^^^^^^^^^^^^^^^
  File "check.py", line 68, in foot
    assert np.all(np.diff(bottom) > 0)
AssertionError
```

The author's reading of the failure: The fault was in the grid solver for the case where the etch rate rises after clearing. A grid step that began before the clear time was taken wholly at the faster late rate and then clamped to the clear time, so several neighbouring points near the mask edge got the same arrival time and the check for a strictly advancing foot failed. Such a step now uses the initial rate up to the clear time and the late rate only for the remainder. The physics, the tested quantities, all assertions and all tolerances are unchanged.

Diff:

```diff
@@ -55,5 +55,9 @@
                 new = local_arrival(a, b, step)
                 if late_speed != 1.0 and new > 1.0:
-                    new = max(1.0, local_arrival(a, b, step / late_speed))
+                    if min(a, b) < 1.0:
+                        # Only the part of the step after time 1 is faster.
+                        new = 1.0 + (new - 1.0) / late_speed
+                    else:
+                        new = local_arrival(a, b, step / late_speed)
                 if new < row[i]:
                     row[i] = new
```

The mended program passes:

```
INPUTS (rough or assumed)
film thickness: 500 nm
etch rate: 500 nm/min
overetch: 20 percent
masked line width: 2000 nm
chlorine pressure: 100 mTorr
gas temperature: 330 K
RESULT
clear time: 60.0 s
overetch time: 12.0 s
total time: 72.0 s
etched distance r: 600.0 nm
bottom undercut / thickness, formula: 0.6633
same, grid with 200 cells: 0.6492
same, grid with 400 cells: 0.6553
same, extrapolated grid: 0.6614
bottom undercut: 331.7 nm
top undercut: 600.0 nm
remaining line width, bottom: 1336.7 nm
remaining line width, top: 800.0 nm
wedge angle at foot: 33.6 degrees
foot speed / etch rate, formula: 1.809
foot speed / etch rate, grid secant: 1.822
foot speed: 905 nm/min
sensitivity factor, formula: 3.27
sensitivity factor, grid: 3.29
small-overetch estimate / thickness: 0.6325
u_b/h at 0 percent overetch: 0.0000
u_b/h at 5 percent overetch: 0.3202
u_b/h at 10 percent overetch: 0.4583
u_b/h at 50 percent overetch: 1.1180
NEGLECTED EFFECTS: bottom undercut / thickness
rate 5 percent low: 0.547
rate 5 percent high: 0.767
open floor 5 percent faster: 0.553 (grid 0.551)
rate 20 percent higher after clearing: 0.733 (grid 0.731)
oxide delay 6 s in overetch base: 0.699
aluminium removal flux: 5.02e+20 atoms/(m2 s)
incident Cl2 flux: 2.29e+23 molecules/(m2 s)
Cl2 reaction probability: 0.0033
Cl2 mean free path: 308 um
etched wall / cavity entrance: 1.182
chlorine deficit in cavity: 0.39 percent
undercut ratio with this deficit throughout: 0.655
finished without a failed check
```
